\section*{Vacancy Formation Entropy of a Spring Lattice from Log-Determinants}

\section*{The model}

A perfect fcc crystal is represented by a periodic cubic cell of $N=4L^3$ identical atoms of mass $m$, with $L\ge 2$ cube edges along each side. Nearest neighbours are joined by central springs of constant $k$, all at their natural length. A vacancy is made by removing one atom with its twelve springs and returning the atom to the bulk of the same crystal. The vacancy stays at a given site, so configurational entropy is excluded.

The remaining springs are still at their natural length. No atom feels a force and the cell has no static stress, so the vacancy cell needs no relaxation. To second order in the displacements $\mathbf u_i$, the energy of either cell is
\begin{equation}
V=\frac{k}{2}\sum_{\text{bonds }ij}\left[\mathbf n_{ij}\cdot(\mathbf u_i-\mathbf u_j)\right]^2
 =\frac{k}{2}\,u^{T}A\,u ,
\end{equation}
where $\mathbf n_{ij}$ is the unit vector along the bond. The matrix $A$ is dimensionless; it is called $A_0$ for the perfect cell and $A_v$ for the vacancy cell. The dynamical matrix is $(k/m)A$, so an eigenvalue $\lambda$ of $A$ gives $\omega^2=\omega_0^2\lambda$ with $\omega_0=\sqrt{k/m}$. Take it as given that the only zero eigenvalues belong to uniform translations. A prime on a determinant means that these are omitted, and
\begin{equation}
\mathcal L_0=\ln{\det}'A_0,\qquad \mathcal L_v=\ln{\det}'A_v .
\end{equation}

\section*{Part (a): entropy and number of modes}

\textbf{Question.} Derive the classical vibrational entropy of each cell. How many modes does each contain?

\textbf{Answer.} The classical partition function of one oscillator, with phase-space cell $2\pi\hbar$, is a product of two Gaussian integrals:
\begin{equation}
z=\frac{1}{2\pi\hbar}\sqrt{2\pi mk_BT}\,\sqrt{\frac{2\pi k_BT}{m\omega^2}}
 =\frac{k_BT}{\hbar\omega}.
\end{equation}
From $F=-k_BT\ln z$ and $S=-\partial F/\partial T$,
\begin{equation}
S=k_B\left[1+\ln\frac{k_BT}{\hbar\omega}\right].
\end{equation}
The perfect cell has $3N$ coordinates and the vacancy cell $3(N-1)$. In each, three combinations are translations of the whole crystal. They have no restoring force and are not vibrations. The mode numbers are therefore $3N-3$ and $3(N-1)-3=3N-6$. With $\ln\omega=\ln\omega_0+\tfrac12\ln\lambda$ and $a=1+\ln(k_BT/\hbar\omega_0)$,
\begin{equation}
\frac{S_0}{k_B}=(3N-3)a-\frac{\mathcal L_0}{2},\qquad
\frac{S_v}{k_B}=(3N-6)a-\frac{\mathcal L_v}{2}.
\label{eq:S}
\end{equation}

\section*{Part (b): the formation entropy}

\textbf{Question.} Add the entropy of the returned atom, estimated from the perfect cell, and find $S_f$. What error follows from (i) forgetting the returned atom, and (ii) scaling $S_0$ by the atom ratio $(N-1)/N$?

\textbf{Answer.} An atom added to a large crystal adds three modes. Their average entropy, estimated from the perfect cell, is $\bar s=S_0/(3N-3)$ per mode. Hence
\begin{equation}
S_f=S_v-S_0+3\bar s
 =S_v-\left(1-\frac{1}{N-1}\right)S_0
 =S_v-\frac{N-2}{N-1}\,S_0 .
\end{equation}
The weight equals $(3N-6)/(3N-3)$, the ratio of the mode numbers. When Eq.~(\ref{eq:S}) is inserted, the terms in $a$ cancel, because $(3N-6)-(3N-6)=0$:
\begin{equation}
\boxed{\;\frac{S_f(N)}{k_B}=-\frac12\left[\mathcal L_v-\frac{N-2}{N-1}\,\mathcal L_0\right]\;}
\label{eq:Sf}
\end{equation}
Temperature, $\hbar$, $m$ and $k$ have dropped out. A change of the unit of $A$ by a factor $c$ adds $(3N-6)\ln c$ to both terms in the bracket and also cancels.

For error (i), the definition gives $S_v-S_0=S_f-3\bar s$. Three whole modes are missing, and the error does not shrink as the cell grows. For error (ii),
\begin{align}
S_v-\frac{N-1}{N}S_0
 &=S_f+\left[\frac{N-2}{N-1}-\frac{N-1}{N}\right]S_0\nonumber\\
 &=S_f-\frac{S_0}{N(N-1)}=S_f-\frac{3\bar s}{N},
\end{align}
since $N(N-2)-(N-1)^2=-1$ and $S_0=3(N-1)\bar s$. Here $3/N$ of a mode is left unbalanced. The error vanishes for large $N$, but in a finite cell it makes a classical formation entropy depend on temperature.

\section*{Part (c): a determinant without zero modes}

\textbf{Question.} Let $A$ belong to $n$ atoms, and let $A_{\rm pin}$ be $A$ without the three rows and columns of one atom. Relate $\det'A$ to $\det A_{\rm pin}$.

\textbf{Answer.} Shift the matrix by a small $\varepsilon$. The three zero eigenvalues become $\varepsilon$, so
\begin{equation}
\det(A+\varepsilon I)=\varepsilon^3\left[{\det}'A+O(\varepsilon)\right].
\end{equation}
Now add all other block rows to the block row of the chosen atom, and then all other block columns to its block column. Neither operation changes the determinant. The $3\times3$ blocks of $A$ sum to zero along every row and column, by translational invariance, so only the shift survives in these sums:
\begin{equation}
\det(A+\varepsilon I)=\det\begin{pmatrix} n\varepsilon I_3&\varepsilon J\\ \varepsilon J^T&A_{\rm pin}+\varepsilon I\end{pmatrix},
\qquad J=(I_3,\dots,I_3).
\end{equation}
A null vector of $A_{\rm pin}$ would be a translation that leaves the chosen atom at rest, which is impossible unless it is zero. Thus $A_{\rm pin}$ is invertible. Eliminating the lower block changes the upper one by a term of order $\varepsilon^2$, and the determinant is $\varepsilon^3[n^3\det A_{\rm pin}+O(\varepsilon)]$. Comparison gives
\begin{equation}
{\det}'A=n^3\det A_{\rm pin}.
\label{eq:pin}
\end{equation}
The factor is $N^3$ for the perfect cell and $(N-1)^3$ for the vacancy cell. The determinant of $A_{\rm pin}$ follows from a triangular factorization, without finding any frequency.

\section*{Part (d): numbers for one cell}

\textbf{Question.} For $N=108$, factorization of the pinned matrices gives $\mathcal L_0=402.4200$ and $\mathcal L_v=394.6541$. Find $S_f$. For $k=20$ N/m and $m=100$ u, also find the results of the two wrong counts at 300 and 600 K.

\textbf{Answer.} The weight is $106/107$, so
\begin{equation}
\frac{S_f}{k_B}=-\frac12\left[394.6541-\frac{106}{107}(402.4200)\right]
=-\frac12(394.6541-398.6591)=2.002 .
\end{equation}
The parameters give $\omega_0=1.0975\times10^{13}$ rad/s, or $\hbar\omega_0/k_B=83.8$ K. At 300 K,
\begin{equation}
\frac{\bar s}{k_B}=1+\ln\frac{300}{83.8}-\frac{402.42}{2\times321}=1.648 .
\end{equation}
At 600 K this rises by $\ln2$ to 2.341. Forgetting the returned atom gives
\begin{equation}
2.002-3(1.648)=-2.942,\qquad 2.002-3(2.341)=-5.022
\end{equation}
in units of $k_B$, where the last digits come from unrounded inputs. Even the sign is wrong. The atom ratio gives $2.002-3(1.648)/108=1.957$ and $2.002-3(2.341)/108=1.937$. These are 2.3\% and 3.2\% below the balanced value for the same cell.

\section*{Part (e): the twelve cut springs}

\textbf{Question.} Let $A_p$ be $A_0$ with the atom to be removed held fixed, and let the $3(N-1)\times12$ matrix $E$ have the bond direction $\mathbf n_j$ at neighbour $j$ in its column $j$. Express $\det'A_v$ through $\det'A_0$ and $M=I-E^TA_p^{-1}E$. Then find the infinite-crystal limit of $S_f$.

\textbf{Answer.} The fixed atom still holds its neighbours by twelve springs, so $A_p=A_v+EE^T$. The determinant lemma gives
\begin{equation}
\det(A_v+\varepsilon I)=\det(A_p+\varepsilon I)\,
\det\!\left[I-E^T(A_p+\varepsilon I)^{-1}E\right].
\label{eq:lemma}
\end{equation}
Since $(A_p+\varepsilon I)^{-1}=A_p^{-1}-\varepsilon A_p^{-2}+O(\varepsilon^2)$, the last matrix is $M+\varepsilon E^TA_p^{-2}E+O(\varepsilon^2)$.

The null vectors of $M$ are needed next. Let $T$ be the $3(N-1)\times3$ matrix of uniform translations, with a block $I_3$ for each atom, and let $H=E^TT$, whose rows are $\mathbf n_j^T$. From $A_vT=0$ follows $A_pT=EH$, hence $A_p^{-1}EH=T$ and $MH=H-E^TT=0$. Conversely, if $Mx=0$, set $y=A_p^{-1}Ex$. Then $x=E^Ty$ and $A_py=EE^Ty$, so $A_vy=0$ and $y$ is a translation. There are thus three null vectors. Cubic symmetry and the trace give $H^TH=\sum_j\mathbf n_j\mathbf n_j^T=4I_3$, so the columns of $W=H/2$ are orthonormal.

In this null space the term linear in $\varepsilon$ is
\begin{equation}
W^TE^TA_p^{-2}EW=\frac14(A_p^{-1}EH)^T(A_p^{-1}EH)=\frac14T^TT=\frac{N-1}{4}I_3 .
\end{equation}
Coupling to the other nine directions enters at order $\varepsilon^2$. Equating the coefficients of $\varepsilon^3$ in Eq.~(\ref{eq:lemma}), and using $\det A_p=\det'A_0/N^3$ from Eq.~(\ref{eq:pin}), we obtain
\begin{equation}
\mathcal L_v=\mathcal L_0+3\ln\frac{N-1}{N}-3\ln4+\ln{\det}'M .
\label{eq:local}
\end{equation}
Insert this into Eq.~(\ref{eq:Sf}). The remaining $\mathcal L_0/(N-1)$ is three times the mean of $\ln\lambda$ over the $3N-3$ modes. As $N\to\infty$ it becomes a Brillouin-zone average, and
\begin{equation}
\boxed{\;\frac{S_f}{k_B}=-\frac32\left\langle\ln\frac{\lambda}{4}\right\rangle-\frac12\ln{\det}'M\;}
\label{eq:inf}
\end{equation}

To evaluate $M$ in the infinite crystal, note that $A_p^{-1}Ex$ is the response to bond forces $x$ with the central atom at rest. Bond elongations do not change when the whole crystal is translated, so the ordinary lattice response may be used. With neighbour vectors $\mathbf R_j$,
\begin{align}
A(\mathbf q)&=\sum_{j=1}^{12}\mathbf n_j\mathbf n_j^T\left(1-\cos\mathbf q\cdot\mathbf R_j\right),\\
M_{jl}&=\delta_{jl}-\left\langle(e^{i\mathbf q\cdot\mathbf R_j}-1)\,\mathbf n_j^TA(\mathbf q)^{-1}\mathbf n_l\,(e^{-i\mathbf q\cdot\mathbf R_l}-1)\right\rangle_{\mathbf q}.
\label{eq:M}
\end{align}
The averages were computed on meshes of $24^3$ and $48^3$ points displaced from $\mathbf q=0$, and combined to remove the error proportional to the inverse number of points. They give $3\langle\ln\lambda\rangle=3.6651$. The nonzero eigenvalues of $M$ are 0.6249 (twice), 0.6626 (three times), 0.6679 (three times) and 0.7589. Therefore
\begin{equation}
\frac{S_f}{k_B}=-\frac12(3.6651-3\ln4)+1.831=0.247+1.831=2.078 .
\end{equation}
This is 17.28 J/(mol K). At 600 K it contributes $-TS_f=-0.107$ eV to the formation free energy. At a given formation energy it raises the equilibrium vacancy concentration by a factor $e^{2.078}\approx8$ in the dilute limit.

The entropy is positive because cutting springs softens the surroundings. A local estimate shows the main part: keep only the $3\times3$ on-site blocks of $A$. Each neighbour's block changes from $4I_3$ to $4I_3-\mathbf n\mathbf n^T$, which lowers its determinant by a factor $3/4$. Twelve neighbours give $-\tfrac12(12)\ln\tfrac34=1.726$, which is 17\% below the full result. The difference is due to the coupled motion of the atoms.

\section*{Part (f): convergence with cell size}

\textbf{Question.} How does the error of Eq.~(\ref{eq:Sf}) fall with $N$ at leading order, and how can it be reduced without a larger vacancy cell?

\textbf{Answer.} Use $\ln\lambda=\int_0^\infty(dt/t)(e^{-t}-e^{-\lambda t})$. Let $P(t)$ be the infinite-crystal value of $\mathrm{Tr}\,e^{-tA_0}$ per atom. Subtracting the bulk average from the sum over the cell's nonzero modes gives
\begin{equation}
\mathcal L_0-3N\langle\ln\lambda\rangle
=\int_0^\infty\frac{dt}{t}\left[3-3e^{-t}-\left(\mathrm{Tr}\,e^{-tA_0}-NP(t)\right)\right].
\end{equation}
For $t\ll L^2$ the periodic boundaries are not felt and the inner bracket is negligible. For $t\gg L^2$ the three zero modes dominate the trace, $NP$ vanishes as $(L^2/t)^{3/2}$, and the inner bracket tends to 3. The integrand is thus about $3/t$ between $t\sim1$ and $t\sim L^2$, which gives $3\ln L^2=2\ln N$ plus a constant. Equation~(\ref{eq:Sf}) contains $\mathcal L_0/(N-1)$, so its leading error is of order $\ln N/N$.

The cure is to take the returned atom's entropy from the converged bulk average:
\begin{equation}
\frac{S_f^{\rm ref}(N)}{k_B}=-\frac12\left[\mathcal L_v-\mathcal L_0+3\langle\ln\lambda\rangle\right].
\end{equation}
The count is still balanced: $(3N-6)-(3N-3)+3=0$. By Eq.~(\ref{eq:local}), the remaining errors come from $3\ln(1-1/N)$ and from $M$. The quantity averaged in Eq.~(\ref{eq:M}) is bounded, because each phase factor is of order $q$ while $A(\mathbf q)^{-1}$ is of order $q^{-2}$, but depends on direction as $\mathbf q\to0$. The mesh region affected has a weight of order $1/N$, and so has the error. Factorization of the pinned matrices gives, in units of $k_B$:
\begin{center}
\begin{tabular}{rcc}
$N$ & $S_f(N)$ & $S_f^{\rm ref}(N)$\\
32 & 1.866 & 1.990\\
108 & 2.002 & 2.050\\
256 & 2.043 & 2.066\\
500 & 2.059 & 2.072
\end{tabular}
\end{center}
At $N=500$ the two values lie 0.9\% and 0.3\% below the infinite-crystal result. A straight line in $1/N$ through the last two entries of the right column extrapolates to 2.078.

\section*{Part (g): limits of the classical result}

\textbf{Question.} Find the leading quantum correction to $S_f(N)$ and evaluate it for the parameters of part (d). What else limits the result?

\textbf{Answer.} With $x=\hbar\omega/k_BT$, the quantum entropy of a mode is
\begin{align}
\frac{S}{k_B}&=\frac{x}{e^x-1}-\ln(1-e^{-x})\nonumber\\
&=\left(1-\frac x2+\frac{x^2}{12}\right)-\left(\ln x-\frac x2+\frac{x^2}{24}\right)+O(x^4)\nonumber\\
&=1-\ln x+\frac{x^2}{24}+O(x^4).
\end{align}
The correction requires the sums of $\lambda$, which are traces. Each bond adds 2 to the trace of $A$. The perfect cell has $6N$ bonds and the vacancy cell $6N-12$, so the traces are $12N$ and $12(N-2)$. With the weight of part (b),
\begin{align}
\frac{\Delta S_f}{k_B}
&=\frac1{24}\left(\frac{\hbar\omega_0}{k_BT}\right)^2
\left[12(N-2)-\frac{N-2}{N-1}\,12N\right]\nonumber\\
&=-\frac12\,\frac{N-2}{N-1}\left(\frac{\hbar\omega_0}{k_BT}\right)^2 .
\end{align}
For $N=108$ this is $-0.039$ at 300 K and $-0.010$ at 600 K. Summing the full quantum entropy over the modes obtained by diagonalization gives $-0.038$ and $-0.010$. The classical value is thus too high by about 2\% of itself at 300 K and 0.5\% at 600 K.

The value 2.078 belongs to this spring model. In a crystal whose atoms relax around the vacancy, $A_v$ must be evaluated at the relaxed positions, and the force constants of the surviving bonds change too. Equation~(\ref{eq:Sf}) still holds there in the classical harmonic regime if all atoms have the same mass and all vibrational eigenvalues are positive. Equation~(\ref{eq:inf}) does not, because it assumes that twelve springs are cut and nothing else changes. Anharmonic motion and electronic excitations lie outside both equations.

With relaxation, the condition on the cell must also be stated. A vacancy cell held at the volume of the perfect cell and one relaxed to zero pressure differ by a volume strain of order $1/N$. This strain shifts the frequencies of about $3N$ modes, so the two formation entropies can differ by an amount that remains finite for large $N$.
